# The temperature jump at a chip interface under high heat flux

## Problem

A film lies on a substrate. A steady heat flux $q=100\ \mathrm{kW/cm^2}$ crosses the flat interface between them at right angles, and no heat is produced or stored at the interface. Its thermal conductance is $G=100\ \mathrm{MW/(m^2\,K)}$, defined by

$$q=G\,(T_{\rm hot}-T_{\rm cold}).\tag{1}$$

Here $T_{\rm hot}$ and $T_{\rm cold}$ are the temperatures obtained by extending the straight profiles on the two sides to the interface plane. Heat flowing from hot to cold counts as positive.

(a) Show that the temperature discontinuity $\Delta T=T_{\rm hot}-T_{\rm cold}$ is 10 K.

(b) A real interface has some thickness. Replace it by a layer 1 nm thick with conductivity $0.1\ \mathrm{W/(m\,K)}$. How far does the extrapolated jump change?

(c) $G$ depends on temperature. With the cold side at 400 K, how much does this alter the jump in a simple phonon model?

(d) Suppose that $100\ \mathrm{kW/cm^2}$ is instead the flux leaving heated strips on top of the film. The strips are 2000 nm wide and repeat every 20000 nm. What is the jump below the centre of a strip?

The film is 1000 nm thick with conductivity $\kappa_1=150\ \mathrm{W/(m\,K)}$, and the substrate has $\kappa_2=350\ \mathrm{W/(m\,K)}$. These are rough values for gallium nitride on silicon carbide, as in a power transistor.

## First estimate by scaling

**(a)** The flux is measured in $\mathrm{W/m^2}$ and the conductance in $\mathrm{W/(m^2\,K)}$. The one combination of the two that is a temperature is $q/G$, so $\Delta T=C\,q/G$ with a pure number $C$. If $C$ is of order one, the jump is of order 10 K.

**(b)** Extrapolating to the middle of the layer assigns part of its thickness to the good conductors outside. The relative error should be of the order of the conductivity ratio, $0.1/150\approx 7\times10^{-4}$, or less than 0.01 K in 10 K.

**(c)** If $G$ were proportional to temperature, it would grow by $10/400=2.5\%$ across the jump. Its average would exceed its cold-side value by half of that, and the jump would shrink by about 0.12 K.

**(d)** On its way down, heat spreads sideways by a distance comparable to the film thickness. A strip 2000 nm wide then feeds about $2000+2\times1000=4000$ nm of interface. The flux falls to about one half, and the jump to about 5 K.

## Exact solution

### (a) The jump

Take a thin box enclosing a piece of the interface. In the steady state its energy is constant, and it contains no source, so the flux entering on the hot side equals the flux leaving on the cold side. There is therefore a single $q$ to insert in (1), and division by $G$ gives

$$\Delta T=\frac{q}{G}.\tag{2}$$

Since $1\ \mathrm{cm^2}=10^{-4}\ \mathrm{m^2}$,

$$q=\frac{10^5\ \mathrm{W}}{10^{-4}\ \mathrm{m^2}}=10^9\ \mathrm{W/m^2},
\qquad
\Delta T=\frac{10^9\ \mathrm{W/m^2}}{10^8\ \mathrm{W/(m^2\,K)}}=10\ \mathrm{K}.$$

As an energy, $k_B\Delta T=8.6\times10^{-4}$ eV.

For comparison, Fourier's law gives the drop across the film, of thickness $L$, at the same flux:

$$\frac{qL}{\kappa_1}=\frac{10^9\times10^{-6}}{150}\ \mathrm{K}=6.67\ \mathrm{K}.$$

The interface resists heat as much as a film of thickness $\kappa_1/G=1500$ nm would. With this room-temperature conductivity it costs more temperature than the whole film above it. A hot film conducts less well, and near 400 K the two drops can be about equal.

### (b) An interface of finite thickness

Let the layer occupy $-d/2<x<d/2$, with conductivity $\kappa_i$. The same $q$ flows everywhere, so Fourier's law gives the drop across the layer,

$$T(-d/2)-T(d/2)=\frac{qd}{\kappa_i}.$$

The outer profiles have slopes $-q/\kappa_1$ and $-q/\kappa_2$. Extending the left one forward to $x=0$ lowers its temperature, and extending the right one back to $x=0$ raises it:

$$T_{\rm hot}=T(-d/2)-\frac{qd}{2\kappa_1},\qquad
T_{\rm cold}=T(d/2)+\frac{qd}{2\kappa_2}.$$

Subtracting,

$$\Delta T=q\left(\frac{d}{\kappa_i}-\frac{d}{2\kappa_1}-\frac{d}{2\kappa_2}\right).\tag{3}$$

The first term is $q/G$ with $G=\kappa_i/d=10^8\ \mathrm{W/(m^2\,K)}$. Because $qd=1$ W/m here,

$$\Delta T=\left(10-\frac{1}{300}-\frac{1}{700}\right)\mathrm{K}=9.995\ \mathrm{K}.$$

A numerical solution of the heat equation through the layer, followed by extrapolation of the outer profiles, also gives 9.995 K. With neighbours of 600 and $50\ \mathrm{W/(m\,K)}$ it gives 9.989 K, again as (3) predicts. For a given poorly conducting layer, the neighbours thus hardly affect the jump at fixed $q$. They drop out of (3) when $d\to0$ at fixed $\kappa_i/d$.

In this picture the temperature is continuous but falls by 10 K within 1 nm. The discontinuity belongs to a description too coarse to resolve the layer. The layer is itself a macroscopic model and does not describe the atoms at the interface.

### (c) A conductance that depends on temperature

Let heat be carried by phonons with energy $E=ck$, three polarizations and energies up to $E_c$. A phonon arriving from the hot side crosses with probability $\tau$, keeping its energy. In atomic units, with temperature written as an energy, the occupation is $n(E,T)=1/(e^{E/T}-1)$.

A phonon travelling at angle $\theta$ to the normal approaches the interface with velocity $c\cos\theta$. The energy transmitted from the hot side is

$$3\tau\int_{\cos\theta>0}\frac{d^3k}{(2\pi)^3}\,c\cos\theta\,E\,n(E,T_{\rm hot}).$$

The angular integral is $2\pi\int_0^1\mu\,d\mu=\pi$, with $\mu=\cos\theta$. What remains is $\frac{3\tau}{8\pi^2}\int c\,k^2E\,n\,dk$. Substituting $k=E/c$ and $dk=dE/c$ turns $c\,k^2E\,dk$ into $E^3dE/c^2$.

The flux in the opposite direction must cancel this one whenever the two temperatures are equal. It is therefore the same integral with $T_{\rm cold}$, and the net flux is

$$q=\frac{3\tau}{8\pi^2c^2}\int_0^{E_c}E^3\,[n(E,T_{\rm hot})-n(E,T_{\rm cold})]\,dE.\tag{4}$$

For temperatures of 410 and 400 K, a direct sum over wave vectors reproduces this integral to a relative difference of order $10^{-4}$. The exact figure depends on the grid; with 120 points per axis it is $6\times10^{-5}$.

For a small difference, $n(E,T+\Delta T)-n(E,T)\approx\Delta T\,\partial n/\partial T$, which gives the linear law $q=G\Delta T$ with

$$G(T)=\frac{3\tau}{8\pi^2c^2}\int_0^{E_c}E^3\,\frac{\partial n}{\partial T}\,dE,
\qquad
E\,\frac{\partial n}{\partial T}=\left(\frac{y}{\sinh y}\right)^2,\quad y=\frac{E}{2T}.\tag{5}$$

Heating reduces $y$ and so increases $y/\sinh y$. At fixed $\tau$, $G$ therefore grows with temperature. To find how fast, use $\sinh y\approx y(1+y^2/6)$, so that $(y/\sinh y)^2\approx1-y^2/3=1-E^2/(12T^2)$. Then

$$G\approx\frac{3\tau}{8\pi^2c^2}\left(\frac{E_c^3}{3}-\frac{E_c^5}{60T^2}\right)
=\frac{\tau E_c^3}{8\pi^2c^2}\left(1-\frac{E_c^2}{20T^2}\right),
\qquad
\frac{G'}{G}\approx\frac{E_c^2}{10T^3},\tag{6}$$

to leading order in $E_c^2/T^2$.

With $G$ and $G'$ taken at the cold side, the next term in the flux is $q=G\Delta T+\tfrac12G'\Delta T^2$. Write $\Delta T=q/G-\delta$ with small $\delta$. The terms of first order are $-G\delta+\tfrac12G'(q/G)^2=0$, hence

$$\delta=\frac12\,\frac{G'}{G}\left(\frac qG\right)^2.\tag{7}$$

Choose the round values $c=5000$ m/s and $E_c=0.04$ eV. Requiring $G=100\ \mathrm{MW/(m^2\,K)}$ at 400 K then fixes $\tau=0.068$. The temperature 400 K corresponds to $40\times8.617\times10^{-4}=0.0345$ eV, so $(E_c/T)^2\approx1.35$ and

$$\delta\approx\frac12\times\frac{1.35}{10\times400\ \mathrm{K}}\times(10\ \mathrm{K})^2\approx0.017\ \mathrm{K}.$$

Solving (4) without any expansion gives a jump of 9.984 K, a reduction of 0.016 K. This number depends on the chosen cutoff, which lies below the highest phonon energies of gallium nitride and silicon carbide (roughly 0.09 and 0.12 eV). With $\tau$ refitted to the same $G$ at 400 K, the reduction is 0.035 K for $E_c=0.06$ eV, 0.07 K for 0.09 eV and 0.12 K for 0.12 eV, still about 1% of the jump or less.

The operating temperature matters more than the variation across the jump. With $\tau$ held fixed and the cold side at 300 K, the model gives $G=95\ \mathrm{MW/(m^2\,K)}$ and a jump of 10.5 K (11.0 K for $E_c=0.06$ eV, 12.2 K for 0.09 eV).

At low temperature a constant $G$ fails for a flux this large, because the jump is no longer small compared with $T$. When $T\ll E_c$, the substitution $E=xT$ in (5) gives $G\propto T^3$, so the conductance rises steeply within the jump itself. With the cold side at 30 K and the same $\tau$, the cold-side $G$ predicts 445 K, whereas (4) gives 59 K.

The model assumes that phonons arriving from each side have an equilibrium distribution at the extrapolated temperature of that side. It neglects the distortion of the distribution that carries heat through each solid. It estimates the temperature dependence and does not derive the value of $G$, which was put in.

### (d) Heat that spreads before it arrives

Let $z$ run downward from the top of the film, with the interface at $z=L$. Consider first a heating pattern $Q_0\cos(sx)$ at the top. The steady heat equation $\nabla^2T=0$ has solutions $\theta(z)\cos(sx)$ with $\theta''=s^2\theta$. Let $Q_L$ be the amplitude of the flux through the interface.

In a deep substrate the solution must decay, so $\theta=Be^{-s(z-L)}$. Its flux at the interface is $\kappa_2sB=Q_L$, which gives $B=Q_L/(\kappa_2s)$. By (1), the film side of the interface is hotter by $Q_L/G$, so its amplitude is

$$A=Q_L\left(\frac1G+\frac1{\kappa_2s}\right).$$

The film solution with this temperature and this flux at $z=L$ is

$$\theta(z)=A\cosh s(L-z)+\frac{Q_L}{\kappa_1s}\sinh s(L-z).$$

Its downward flux is $-\kappa_1\theta'=\kappa_1sA\sinh s(L-z)+Q_L\cosh s(L-z)$. Setting $z=0$ and inserting $A$,

$$H(s)=\frac{Q_L}{Q_0}=\frac{1}{\cosh sL+\left(\dfrac{\kappa_1s}{G}+\dfrac{\kappa_1}{\kappa_2}\right)\sinh sL}.\tag{8}$$

As $s\to0$, $H\to1$: a very broad pattern passes unchanged. For $s>0$ the denominator exceeds one, and fine patterns with $sL\gg1$ are smoothed out before they reach the interface.

Strips of width $w$ and period $P$, with flux $q_0$ leaving them, contain the wave numbers $s_m=2\pi m/P$. The average of the pattern is $q_0w/P$, and its cosine amplitudes are

$$\frac2P\int_{-w/2}^{w/2}q_0\cos(s_mx)\,dx=\frac{4q_0}{Ps_m}\sin\frac{s_mw}{2}.$$

The average passes in full. Each cosine is multiplied by $H(s_m)$, and at the strip centre $\cos(s_mx)=1$. The fraction of the strip flux that crosses the interface there is therefore

$$f=\frac wP+\sum_{m=1}^{\infty}\frac{4}{Ps_m}\sin\!\left(\frac{s_mw}{2}\right)H(s_m).\tag{9}$$

For the given dimensions $f=0.4375$. A separate two-dimensional numerical solution of the heat equation, with a substrate one period deep, gives 0.4376. The jump below the strip centre is

$$\Delta T=f\,\frac{q_0}{G}=0.4375\times10\ \mathrm{K}\approx4.4\ \mathrm{K}.$$

Equation (2) still holds at this point, but with the local flux of about $44\ \mathrm{kW/cm^2}$.

## Comparison of the two

| Question | Scaling estimate | Solution |
|---|---|---|
| (a) jump | order of 10 K | 10 K |
| (b) reduction by layer thickness | below 0.01 K | 0.005 K |
| (c) reduction by varying $G$ | 0.12 K | 0.016 K |
| (d) jump below strip | 5 K | 4.4 K |

In (a), dimensional analysis leaves the number $C$ open, and the definition of $G$ sets it to one. In (c), the estimate is too large because it assumed $G\propto T$, for which $TG'/G=1$. Equation (6) gives about 0.13 instead: at 400 K phonon modes below 0.04 eV are already close to their classical heat capacity. A higher cutoff narrows the gap; for $E_c=0.12$ eV the model gives $TG'/G\approx1$ and agrees with the estimate. In (d), the guessed spreading width gives the right size for the chosen values, but it ignores both $G$ and the substrate. With $G$ ten times smaller, (9) gives $f=0.22$, while the guess stays at one half.

In real devices, a flux of $100\ \mathrm{kW/cm^2}$ belongs to a small hot spot and lies far above the average over a whole chip. The chosen $G$ is a rough, ordinary value for a solid interface near room temperature. Its uncertainty matters more than the corrections in (b) and (c): at fixed interface flux, half the conductance gives 20 K and twice the conductance gives 5 K. A transistor also breaks the assumption of uniform heating, since its heat is released in a narrow region near the gate. That region is usually narrower than the strips used here, and $f$ falls with the width: at the same period and strip flux, strips 500 nm wide give $f=0.12$ and a jump of 1.2 K. For the 2000 nm strips, spreading lowers the jump from 10 K to 4.4 K. That value rests on Fourier's law, which requires phonon mean free paths much shorter than the film thickness and the strip width. In good crystals some of the heat is carried by phonons with mean free paths comparable to these lengths, so for a real device 4.4 K is only an estimate. The conductivities used are rough room-temperature values and fall on heating. That changes the film drop and the spreading, but not the 10 K jump at a given interface flux and $G$.

The numerical output below gives several of these values with more digits.

## Calculated quantities

```
Flux q: 100 kW/cm^2
Flux q, converted: 1.000e+09 W/m^2
Conductance G: 100 MW/(m^2 K)
Conductance G, converted: 1.000e+08 W/(m^2 K)
Temperature jump q/G: 10.000 K
Jump as energy k_B*dT: 8.617e-04 eV
Resolved layer thickness: 1.00 nm
Resolved layer conductivity: 0.100 W/(m K)
Film conductivity: 150 W/(m K)
Substrate conductivity: 350 W/(m K)
Resolved jump, film and substrate: 9.9952 K
Other left conductivity: 600 W/(m K)
Other right conductivity: 50 W/(m K)
Resolved jump, other neighbours: 9.9892 K
Film thickness: 1000 nm
Temperature drop in film: 6.67 K
Film thickness equal to interface: 1500 nm
Phonon speed: 5000 m/s
Highest phonon energy: 0.040 eV
Cold-side temperature: 400 K
Transmission probability tau: 0.0681 (no unit)
Wave-vector sum, relative error: 6.1e-05 (no unit)
Nonlinear phonon jump at 400 K: 9.984 K
Model G at 300 K: 95.09 MW/(m^2 K)
Nonlinear phonon jump at 300 K: 10.476 K
Nonlinear phonon jump at 30 K: 58.9 K
Constant-G prediction at 30 K: 445.1 K
Jump if G is halved: 20.0 K
Jump if G is doubled: 5.0 K
Heated strip width: 2000 nm
Strip pitch: 20000 nm
Centre flux fraction, series: 0.4375 (no unit)
Centre flux fraction, grid: 0.4376 (no unit)
Jump below strip centre: 4.38 K
```
